Why a Semimetal Contact Suppresses Gap States Near a Conduction Edge

**Question.** A metal laid on a two-dimensional semiconductor fills its gap with induced states. Why can a semimetal, coupled just as strongly, strongly reduce these states slightly below the conduction edge, and how much does this weaken the pinning of the band edge?

**Answer.** An induced gap state is a contact state with a tail on the semiconductor. Its energy is set by the contact, because the isolated semiconductor has no state in its gap. Where the contact has few states that couple, there are few tails.

To make this precise, let H_s describe the semiconductor, H_c the contact and T the coupling between them, all at the one-electron level. Eliminating the contact amplitudes from the Schrödinger equation gives the semiconductor's retarded Green function

G(E) = [E − H_s − Σ(E)]⁻¹, Σ(E) = T (E + i0 − H_c)⁻¹ T†.

The density of states on the semiconductor is the trace of i(G − G†)/(2π). Factoring out G on the left and G† on the right,

G − G† = G[(G†)⁻¹ − G⁻¹]G† = G(Σ − Σ†)G†.

Since −Im 1/(E + i0 − E′) = πδ(E − E′), this becomes

i(G − G†) = GΓG†, Γ(E) = i(Σ − Σ†) = 2πT δ(E − H_c)T†.

The factor Γ contains contact states at the energy E alone. If none couple there, Γ = 0 and the induced density vanishes. The exception is a true bound state, for which G itself diverges.

The word "couple" matters. If the interface conserves parallel momentum, the relevant quantity is the contact density at the momentum of the semiconductor valley, not the total density. A minimum in the total density is then no guarantee of weak coupling at the valley.

**A model with a metal and a semimetal**

Let each band state of energy ε couple with strength V to its own contact continuum. All continua have the same density ρ(E), normalized to one and confined to |E| < D:

ρ(E) = (1 − f)|E|/D² + f/(2D).

The value f = 1 is a flat metallic density, f = 0 an ideal linear node, and a small f a semimetal with a residual density at its minimum. The total coupling weight V² is the same in all cases, so a comparison isolates the shape of the spectrum. The temperature is zero, and the contact Fermi level lies at the minimum, E = 0.

The self-energy is Σ(z) = V²∫ρ(E′)dE′/(z − E′). For the linear part, the contributions of E′ = x and E′ = −x combine:

∫₀ᴰ x[1/(z − x) + 1/(z + x)]dx = ∫₀ᴰ 2zx/(z² − x²)dx = −z ln(1 − D²/z²).

The flat part integrates directly to a logarithm, so

Σ(z) = −(1 − f)(V²z/D²) ln(1 − D²/z²) + f(V²/2D) ln[(z + D)/(z − D)].

Just above the real axis its imaginary part gives the broadening

γ(E) = −Im Σ = πV²ρ(E).

The real part shifts levels:

Re Σ(E) = −(1 − f)(V²E/D²) ln(D²/E² − 1) + f(V²/2D) ln[(D + E)/(D − E)].

It vanishes at E = 0.

A single band state contributes the density −Im G/π = (γ/π)/[(y − ε)² + γ²], with y = E − Re Σ(E). A parabolic two-dimensional band has a constant density g = νm/(πħ²) per area and energy, where m is the mass, ν the number of valleys, and both spins are included. Integrating over a band from a to b gives

N(E) = (g/π){arctan[(b − y)/γ] − arctan[(a − y)/γ]},

to be summed over the conduction and valence bands.

At the minimum y = 0. Let δ be the distance from there to a band edge and W the band width. Using arctan x = π/2 − arctan(1/x) for x > 0, each band contributes

(g/π)[arctan(γ/δ) − arctan(γ/(δ + W))].

For γ ≪ δ, arctan x ≈ x, and with γ = πV²ρ(0) the sum is

N(0) ≈ gV²ρ(0) Σ_bands [1/δ − 1/(δ + W)].

The bracket measures how easily the semiconductor admits a tail, and it is large near an edge. The factor ρ(0) measures how many contact states supply one. A metal has both factors large just below the conduction edge. A semimetal with its minimum there has a small supply where the admission is greatest. To this order the semimetal-to-metal ratio at the minimum is f.

**The numbers for gap states**

Take round model parameters, representing no particular material: D = 3 eV, V = 0.2 eV, W = 1 eV, m = 0.5 electron masses, ν = 2 and f = 0.05. The conduction edge is E_c = 0.1 eV and the valence edge E_v = −1.5 eV. These give g = 4.177×10¹⁴ eV⁻¹ cm⁻². The band factor is

1/0.1 − 1/1.1 + 1/1.5 − 1/2.5 = 9.358 eV⁻¹.

For the metal, ρ(0) = 1/6 = 0.1667 eV⁻¹, and

N(0) ≈ 4.177×10¹⁴ × 0.04 × 0.1667 × 9.358 = 2.61×10¹³ eV⁻¹ cm⁻².

The arctangent formula gives 2.57×10¹³. For the semimetal both the estimate and the full formula give 1.30×10¹² eV⁻¹ cm⁻², about twenty times less.

Integrated numerically over the 0.1 eV window centred on the minimum, N(E) gives 2.81×10¹² states per cm² for the metal and 1.94×10¹¹ for the semimetal. The ratio is 0.069 rather than 0.05 mainly because the linear density rises on both sides of the minimum. An ideal node leaves 5.1×10¹⁰ per cm²: its density vanishes at one energy, not over an interval.

The suppression is local. The two contact densities are equal at |E| = D/2 = 1.5 eV, which here coincides with the valence edge. The advantage also shrinks towards the conduction edge: at E = 0.09 eV the semimetal-to-metal ratio of N is already 0.27. At E = −0.75 eV it is 0.53. At −1.4 eV it is 1.08, so the semimetal induces slightly more states than the metal, although its contact density there is still 6% lower. The real part of Σ accounts for the reversal: it moves the valence edge towards this energy for the semimetal and away from it for the metal.

Alignment is therefore essential. Move both semiconductor bands up by 1 eV, so that the conduction edge lies 1.1 eV above the minimum, and count states in the same 0.1 eV window centred 0.1 eV below the edge. The metal now gives 2.66×10¹² and the semimetal 2.20×10¹² per cm², a ratio of 0.83. The contact densities at the window centre stand in the ratio 0.68; without Re Σ the window ratio would be 0.70, and the level shift raises it to 0.83. The same semimetal has lost most of its advantage because its minimum is elsewhere.

**What remains of the pinning**

Few states at the Fermi level do not imply an equally small interface dipole. Occupied contact states far below E = 0 also have tails on the semiconductor, and the tails change when the bands move.

Let n(ε) be the occupation of a band state. It is −(1/π)∫Im G dE over negative energies. Because G is analytic in the upper half-plane and falls off as 1/z, the path can be turned onto the positive imaginary axis. The quarter circle at infinity contributes iπ/2 to the closed contour, so

∫₋∞⁰ G dE = −i∫₀^∞ G(iω)dω − iπ/2,

n(ε) = 1/2 + (1/π)∫₀^∞ Re G(iω)dω.

The excess electron density on the semiconductor is

n_s = g∫_c n dε − g∫_v (1 − n)dε,

where c and v denote the two bands. A rigid shift of the bands moves the integration limits, so the response χ = −dn_s/dE_c is

χ = g[n(E_c) − n(E_c + W) + n(E_v − W) − n(E_v)].

Weak coupling shows what this contains. An empty level at ε > 0 acquires from each occupied contact state at −x a weight equal to the squared coupling divided by (ε + x)². Hence

n(ε) ≈ V²∫₀ᴰ ρ(−x)dx/(ε + x)².

For the two limiting spectra,

metal: n(ε) ≈ (V²/2D)[1/ε − 1/(ε + D)],

node: n(ε) ≈ (V²/D²)[ln((D + ε)/ε) − D/(D + ε)].

Because ρ(E) is even, a filled level at −ε loses as much as an empty level at ε gains: 1 − n(−ε) = n(ε). This gives the valence-band terms of χ. In the metal the terms 1/ε from both bands then reproduce the band factor of N(0), so χ ≈ N(0) apart from small corrections due to finite D and higher orders in V. For the node N(0) = 0, yet n(ε) remains finite. As the edge approaches the minimum, with the coupling still weak, it grows as a logarithm instead of as 1/ε.

Evaluating n(ε) by numerical quadrature gives χ = 2.54×10¹³ eV⁻¹ cm⁻² for the metal, 4.8×10¹² for the semimetal and 3.8×10¹² for the ideal node. The semimetal response is 0.19 of the metallic one, while its gap-state density at the Fermi level is 0.05 of the metallic value. Its χ is 3.7 times its N(0), so a pinning estimate based on N(0) alone would be too optimistic.

To connect χ with the band edge, treat the transferred charge as a sheet at distance d from its countercharge in the contact. Extra electrons on the semiconductor raise its electron energies:

E_c = E_c0 + Cn_s(E_c), C = e²d/ε₀,

where E_c0 is the edge without the dipole. Differentiating with respect to E_c0, and using dn_s/dE_c = −χ,

S = dE_c/dE_c0 = 1/(1 + Cχ).

S = 1 means that the edge follows the unrelaxed alignment fully; S = 0 means complete pinning. For d = 0.3 nm, C = 5.43×10⁻¹⁴ eV cm², and

metal: S = 1/(1 + 1.38) = 0.42,

semimetal: S = 1/(1 + 0.263) = 0.79.

The dipole shift Cn_s, with the final edge held at 0.1 eV in both cases, is 0.27 eV for the metal and 0.09 eV for the semimetal. Even the ideal node has S = 0.83 and a shift of 0.08 eV. At zero temperature and with the edge this close to the minimum, the semimetal thus weakens the pinning considerably but does not abolish it. S is a local slope and depends on where the edge lies. With the edge at 0.4 eV it is 0.76 for the metal and 0.90 for the semimetal, and with the Fermi level at midgap (edge at 0.8 eV) it is 0.84 and 0.92, so the contrast is largest near the edge. It also depends on the coupling: with the edge at 0.1 eV and V = 0.4 eV the values are 0.18 and 0.50.

At room temperature the contrast is smaller. With the edge only 0.1 eV above the Fermi level, thermally excited electrons in the conduction band also respond when the edge moves. Even without coupling they would contribute g/[exp(E_c/k_BT) + 1] ≈ 9×10¹² eV⁻¹ cm⁻² to χ, more than the semimetal's zero-temperature value. With the edge again at 0.1 eV, S at 300 K is about 0.33 for the metal and 0.56 for the semimetal.

This electrostatic estimate assumes that the contact's density minimum stays at the Fermi level right up to the interface. A thick contact ensures this only deep inside. Near the interface a semimetal has few states with which to screen the transferred charge, so its minimum can shift there by an amount that need not be small compared with the distance to the band edge. The values of S for the semimetal and the node are therefore results for a fixed minimum, not predictions for a real contact. Doping of the contact, screening inside it and interface defects lie outside the model. Defect states in particular can pin the edge whatever the value of ρ.

**The price in transport**

The broadening that creates gap states also lets carriers leave the band. By Fermi's golden rule, an electron at energy E passes into the contact at the rate 2πV²ρ(E)/ħ = 2γ/ħ, so its escape time is

τ = ħ/(2γ).

At E = 0.15 eV, just above the conduction edge, this is 16 fs for the metal and 108 fs for the semimetal. A low contact density near the edge thus reduces gap states and slows transfer together. The semimetal can still lower the contact resistance if the weaker pinning allows a sufficiently lower barrier, but that depends on the band alignment and on transport along the semiconductor, which this model does not determine.

Numbers in the example were calculated in double precision.
